# No Dirac Point Interaction in Two or Three Dimensions

Let a differential operator of order $n$ act in $d$ dimensions, and let its field be driven by a source at one point. The source $\delta(\mathbf r)$ scales as $r^{-d}$, and the operator removes $n$ powers of length, so the singular part of the field scales as $r^{n-d}$ near the point (a logarithm if $n=d=2$). Its norm there is

$$\int_0 r^{2(n-d)}\,r^{d-1}\,dr ,$$

which converges for $2n>d$. A Schrödinger particle, $n=2$, can therefore carry such a field for $d<4$. A Dirac particle, $n=1$, can do so only for $d<2$. Two dimensions is the borderline, where the Dirac norm diverges logarithmically.

## The belief and its appeal

The belief is that a Dirac particle, like a Schrödinger particle, can be given a zero-range interaction in two or three dimensions, provided that the strength is renormalized as the range shrinks. It tempts for good reasons. The Schrödinger construction works: one makes a well narrower and deeper, holds a bound level fixed, and obtains a limit with a finite scattering length. Slow Dirac particles obey the Schrödinger equation. In one dimension Dirac point interactions do exist. And at every nonzero radius a Dirac well can be tuned to hold the level.

To judge the belief, a definition is needed. A point interaction is a self-adjoint operator on the ordinary space $L^2(\mathbb R^d)$, different from the free one, that acts as the free operator on smooth spinors of compact support away from the origin. I call these punctured spinors. In atomic units with $m=1$,

$$H_0=-ic\,\boldsymbol\alpha\cdot\nabla+\beta c^2 ,$$

with two components for $d=1,2$ and four for $d=3$. The candidates are the self-adjoint extensions of $H_0$ restricted to punctured spinors. They are counted by the deficiency indices: the numbers of independent square-integrable solutions of $(H_0-z)\psi=0$ off the origin, for $z=is$ and $z=-is$, $s>0$. If both are zero, the extension is unique, and it is the free operator.

## The deficiency spaces are empty

Apply $H_0+z$ to the equation. The anticommutation of the Dirac matrices gives $H_0^2=-c^2\Delta+c^4$, and $z^2=-s^2$, so each component obeys

$$(-\Delta+k^2)\psi=0,\qquad k^2=\frac{c^4+s^2}{c^2}.$$

Expand in angular momentum. Decay at infinity selects $K_{l+1/2}(kr)/\sqrt r$ for $d=3$ and $K_{|m|}(kr)$ for $d=2$. Near the origin these behave as $r^{-l-1}$ and, for $m\ne0$, as $r^{-|m|}$. Their norms contain $\int_0 r^{-2l}dr$ and $\int_0 r^{1-2|m|}dr$, which diverge unless $l=0$ or $m=0$. What remains is

$$\psi=u\,G(r),\qquad G=\frac{e^{-kr}}{r}\ (d=3),\quad G=K_0(kr)\ (d=2),$$

with a constant spinor $u$. The first-order equation must still hold:

$$-ic\,G'(\boldsymbol\alpha\cdot\hat{\mathbf r})u+(\beta c^2-z)G\,u=0 .$$

Divide by $G'$ and let $r\to0$. Since $G'/G$ behaves as $-1/r$ for $d=3$ and as $-1/[r\ln(1/r)]$ for $d=2$, the second term vanishes and $(\boldsymbol\alpha\cdot\hat{\mathbf r})u=0$. But $(\boldsymbol\alpha\cdot\hat{\mathbf r})^2=1$, so $u=0$. The indices are $(0,0)$.

For $-\Delta/2$ there is no first-order equation to satisfy. The same $G$, now with $k^2=-2z$ and $\operatorname{Re}k>0$, survives for each sign of $z$, and the indices are $(1,1)$.

In one dimension $G=e^{-k|x|}$, and each half line stands alone. For $x>0$ the condition is $(ick\sigma_x+c^2\sigma_z)u=zu$. This matrix is traceless and its square is $c^4-c^2k^2=-s^2$, so its eigenvalues are $\pm is$, and one spinor survives. The left half line gives another, hence $(2,2)$.

## A point can be cut out at no cost

A second argument shows what happens to the wave function. Let $\chi=1$ for $r<\varepsilon^2$, $\chi=\ln(r/\varepsilon)/\ln\varepsilon$ for $\varepsilon^2<r<\varepsilon$, and $\chi=0$ beyond. For a smooth spinor $\phi$ of compact support,

$$H_0(\chi\phi)=\chi H_0\phi-ic(\boldsymbol\alpha\cdot\nabla\chi)\phi .$$

The first term vanishes in norm with the volume of the ball. The second has norm at most $c\,\max|\phi|\,\|\nabla\chi\|$, and for $d=2$

$$\|\nabla\chi\|^2=\frac{2\pi}{\ln^2\varepsilon}\int_{\varepsilon^2}^{\varepsilon}\frac{dr}{r}=\frac{2\pi}{\ln(1/\varepsilon)}\to0 .$$

For $d=3$ the integrand is constant and the result is $4\pi(\varepsilon-\varepsilon^2)/\ln^2\varepsilon$. So $(1-\chi)\phi$, smoothed slightly at its kinks, approaches $\phi$ together with its image under $H_0$. The punctured spinors determine the free operator as completely as all smooth spinors do; that is, they form a core. The approach is slow in two dimensions: with $c=1$ and $|\phi(0)|=1$ the squared cost is still 0.34 at $\varepsilon=10^{-8}$.

## No tuning can help

Let $H_R=H_0+V_R$, where $V_R$ is bounded, self-adjoint and zero for $r>R$, and depends on $R$ in any way whatever. Take a punctured spinor $\phi$ and set $\eta=(H_0-z)\phi$. Once $R$ is small enough, $V_R\phi=0$, so $(H_R-z)\phi=\eta$ too, and

$$(H_R-z)^{-1}\eta=\phi=(H_0-z)^{-1}\eta .$$

Such $\eta$ are dense because the indices vanish, and both resolvents are bounded by $1/|\operatorname{Im}z|$. Hence $(H_R-z)^{-1}\to(H_0-z)^{-1}$ on every vector: the limit is free.

This does not forbid a level held at fixed $E$ in the gap. It says that the level's state is lost from the limit. The following well shows where it goes.

## An electron in a shrinking well

Take an electron in a three-dimensional square well of depth $V_0$ and radius $R$, with $V_0$ readjusted at each $R$ so that a level stays 10 eV below the rest energy. The spinor has upper part $(G/r)u$ and lower part $-i(F/r)(\boldsymbol\sigma\cdot\hat{\mathbf r})u$, with $u$ now a constant two-spinor and $G$ a radial function. Using $\boldsymbol\sigma\cdot\mathbf p\,(gu)=-ig'(\boldsymbol\sigma\cdot\hat{\mathbf r})u$ and $\nabla\cdot(f\hat{\mathbf r})=f'+2f/r$, one finds

$$c\left(G'-\frac Gr\right)=(W+c^2)F,\qquad c\left(F'+\frac Fr\right)=-(W-c^2)G,$$

with $W=E+V_0$ inside and $W=E$ outside. With $\lambda=\sqrt{c^4-E^2}/c$ and $b=c/(E+c^2)\approx1/(2c)$, the outer solution is

$$G=e^{-\lambda r},\qquad F=-b\left(\lambda+\frac1r\right)e^{-\lambda r}.$$

Inside, $G=A\sin pr$ with $p=\sqrt{W^2-c^4}/c$, and the first equation gives $F$. Continuity of $F/G$ at $R$, with $x=pR$, requires

$$x\cot x-1=-(1+\lambda R)\frac{W+c^2}{E+c^2}.$$

The right side is below $-1$, so the shallowest well has $\pi/2<x<\pi$. For $R\ll1/c$, $W\approx cx/R$ and the right side tends to $-xb/R$. Then $\cot x\approx-1/(\pi-x)$ gives $\pi-x\approx R/b$: $x\to\pi$ and $V_0R\to\pi c$. The Schrödinger condition $x\cot x=-\lambda R$ gives $x\to\pi/2$.

**The tail.** Since $(1/r^2+2\lambda/r)e^{-2\lambda r}=-\frac{d}{dr}(e^{-2\lambda r}/r)$, the weight beyond $r$ is

$$\int_r^\infty(G^2+F^2)\,dr'=e^{-2\lambda r}\left[\frac1{2\lambda}+b^2\left(\frac1r+\frac\lambda2\right)\right].$$

At $r=R$ the small component contributes $b^2/R$, which diverges. Inside, $A\approx1/\sin x\approx b/R$ and $F\approx A[\cos pr-\sin pr/(pr)]$, so with $t=pr$ the weight is

$$\frac{A^2R}{\pi}\int_0^\pi\left[1-\frac{\sin2t}{t}+\frac{\sin^2t}{t^2}\right]dt=A^2R=\frac{b^2}{R}.$$

Integrating the last term by parts turns it into $\int_0^\pi(\sin2t/t)\,dt$, which cancels the second. The total is $1/(2\lambda)+2b^2/R$, and with $b^2\approx1/(4c^2)$ the probability beyond a fixed $a$ with $a\gg R$ and $a\gg\lambda/c^2$, so that $b^2/a$ is negligible beside $1/(2\lambda)$, is

$$P(r>a)\approx\frac{e^{-2\lambda a}}{1+\lambda/(c^2R)} .$$

**The scattering.** Compare the bound solution 1 with a solution 2 in the same well at energy $E_2$, 10 eV above the rest energy. The radial equations give

$$c\,(G_1F_2-F_1G_2)\big|_R=(E_1-E_2)\int_0^R(G_1G_2+F_1F_2)\,dr .$$

Outside, $G_2=\sin(kr+\delta)/\sin\delta$. At small $R$, $G_1\approx1-\lambda R$, $G_2\approx1+kR\cot\delta$ and $F_i\approx-b_i/R$, with $b_i=c/(E_i+c^2)$. The bracket on the left becomes $(b_1-b_2)/R+b_2\lambda+b_1k\cot\delta$, where $b_1-b_2=b_1b_2(E_2-E_1)/c$. The two inner solutions nearly coincide, so the integral is $b^2/R$. Setting $b_1\approx b_2\approx b$ and dividing by $b$,

$$\lambda+k\cot\delta\approx-\frac{2b(E_2-E_1)}{cR}.$$

From $E_2^2-E_1^2=c^2(k^2+\lambda^2)$ follows $E_2-E_1\approx(k^2+\lambda^2)/2$, hence

$$k\cot\delta\approx-\lambda-\frac{k^2+\lambda^2}{2c^2R}.$$

The Schrödinger well keeps $k\cot\delta\to-\lambda$ and $P\to e^{-2\lambda a}$. In the Dirac well the last term drives $\delta$ to a multiple of $\pi$, which means no scattering.

**The numbers.** Here $\lambda=0.857$ atomic units (1.62 Å⁻¹), $k$ agrees with it to the digits shown, and $a=0.5$ Å. Thus $2\lambda a=1.62$ and $e^{-2\lambda a}=0.198$. The crossover radius $\lambda/c^2$ is $2.42\times10^{-5}$ Å. At $R=10^{-5}$ Å the tail law gives $0.198/(1+2.42)=0.058$, and the phase law gives $\sin^2\delta=1/(1+3.42^2)=0.079$. The full matching solution gives:

| $R$ (Å) | $P$, Dirac | $\sin^2\delta$, Dirac | $P$, Schrödinger |
|---|---|---|---|
| $10^{-1}$ | 0.233 | 0.58 | 0.233 |
| $10^{-3}$ | 0.194 | 0.49 | 0.198 |
| $10^{-5}$ | 0.058 | 0.079 | 0.198 |
| $10^{-7}$ | 0.00082 | 0.000017 | 0.198 |

At the smallest radius the Schrödinger $\sin^2\delta$ is still 0.50. The Dirac level is still at 10 eV, but half of its probability lies inside the well and about nine tenths of the rest lies between $R$ and $10R$.

The table also shows a range of radii in which the Schrödinger picture works. At $R=10^{-3}$ Å, below the reduced Compton length of 0.0039 Å, the inner motion is already relativistic ($x=2.62$ instead of 1.57), yet the tail, 0.194, differs from the Schrödinger value 0.198 by only about 2% of that value. For $\lambda/c^2\ll R\ll1/\lambda$ the Schrödinger point interaction describes well the tail of the bound state and the s-wave scattering at energies comparable with the binding energy. It is an approximation for a finite radius, and that radius cannot be sent to zero. The depth is already $4.7\times10^6$ eV at $10^{-3}$ Å and reaches $6\times10^8$ eV at $10^{-5}$ Å. The one-particle equation leaves out the polarization of the vacuum by so strong a field inside a Compton length. The rows of the table from $10^{-3}$ Å down therefore test the one-particle operator and are not meant as a model of a real electron.

## Two dimensions: the same end, under a logarithmic bound

Set $c=m=1$, so that lengths are in reduced Compton lengths, and hold a level at $E=0$. In either of the two least singular angular channels its components outside the well have magnitudes $K_0(r)$ and $K_1(r)$. From $K_0'=-K_1$ and $K_1'=-K_0-K_1/r$ one gets $(rK_0K_1)'=-r(K_0^2+K_1^2)$, and therefore

$$\int_R^\infty(K_0^2+K_1^2)\,r\,dr=R\,K_0(R)K_1(R)\approx\ln\frac1R .$$

Leaving out the inner weight can only raise the outer fraction, so for any inner potential that holds the level in one of these channels

$$P(r>a)\le\frac{a\,K_0(a)K_1(a)}{R\,K_0(R)K_1(R)} .$$

For $a=0.005$ Å this upper bound is 0.097 at $R=10^{-3}$ Å, 0.016 at $10^{-6}$ Å and 0.0013 at $10^{-48}$ Å. It goes to zero, but only logarithmically.

## Where the conclusion stops

The proof assumes that nothing else is singular at the point. Thread a magnetic flux through the origin in two dimensions, a fraction $q$ of the flux quantum with $0<q<1$. The angular numbers $m$ and $m+1$ of the two components become $m+q$ and $m+1+q$. For $m=-1$ the decaying solution has Bessel orders $1-q$ and $q$, both below one, and

$$\int_0^\infty K_\nu^2(r)\,r\,dr=\frac{\pi\nu}{2\sin\pi\nu}$$

is finite for both: at $q=0.3$ it is 1.36 for $\nu=1-q$ and 0.58 for $\nu=q$. Every other $m$ contains an order of at least one and is excluded as before. The indices become $(1,1)$, and a choice of boundary condition at the point returns. A Coulomb potential $-Z/r$ can have the same effect. Its singular solutions have a radial density that behaves as $r^{-2\gamma}$, with $\gamma=\sqrt{j^2-Z^2/c^2}$ and smallest $j=1/2$ for $d=2$ and $j=1$ for $d=3$. (In three dimensions this $j$ stands for the total angular momentum plus one half.) The density is integrable for real $\gamma<1/2$, and also for imaginary $\gamma$, where it stays bounded. This holds for every $Z\ne0$ in two dimensions, but only beyond $Z=\sqrt3\,c/2\approx119$ in three. Without such a flux or another sufficiently singular field at the point, a short-range Dirac interaction in two or three dimensions must keep its radius as a physical parameter. The numerical output below gives the remaining radii and the counted indices.

## Computed values

```
Dirac deficiency indices, d=1: (2, 2)
Dirac deficiency indices, d=2: (0, 0)
Dirac deficiency indices, d=3: (0, 0)
l=1 norm growth, cutoff/10, d=3 (factor): 10.0014
m=1 norm increase, cutoff/10, d=2: 2.3026
Schrodinger deficiency norm^2, d=2 (a.u.): 2.4674
Schrodinger deficiency norm^2, d=3 (a.u.): 6.2832
Graph-norm^2 cost of cutting out the point (c=m=1):
  d=2 eps=1e-02: 1.364e+00
  d=2 eps=1e-04: 6.822e-01
  d=2 eps=1e-08: 3.411e-01
  d=3 eps=1e-02: 5.866e-03
  d=3 eps=1e-04: 1.481e-05
  d=3 eps=1e-08: 3.703e-10
Flux fraction 0.3: radial norms^2 0.5825, 1.3591
c = 137.036 a.u.; rest energy = 510999.0 eV
Binding 10.0 eV; scattering energy 10.0 eV
lambda = 0.8573 a.u. = 1.6201 1/angstrom
k = 0.8573 a.u.; a = 0.5 angstrom = 0.9449 a.u.
Crossover radius lambda/c^2 = 2.416e-05 angstrom
Reduced Compton length = 0.003862 angstrom
Dirac well: R(angstrom) V0(eV) x P(r>a) P_law inside sin^2(delta)
  1e-01 1.0693e+03 1.66832 2.332e-01 1.978e-01 0.1475 5.817e-01
  1e-02 9.3593e+04 1.63743 2.007e-01 1.974e-01 0.0169 5.071e-01
  1e-03 4.6904e+06 2.62320 1.939e-01 1.932e-01 0.0115 4.898e-01
  1e-04 6.0454e+07 3.08942 1.598e-01 1.594e-01 0.0954 3.946e-01
  1e-05 6.1839e+08 3.13641 5.798e-02 5.793e-02 0.3531 7.907e-02
  1e-06 6.1977e+09 3.14107 7.867e-03 7.865e-03 0.4801 1.578e-03
  1e-07 6.1991e+10 3.14154 8.157e-04 8.157e-04 0.4979 1.699e-05
Schrodinger well: R(angstrom) x P(r>a) sin^2(delta)
  1e-01 1.66764 0.2333 0.5818
  1e-02 1.58104 0.2011 0.5081
  1e-03 1.57183 0.1982 0.5008
  1e-04 1.57090 0.1979 0.5001
  1e-05 1.57081 0.1979 0.5000
  1e-06 1.57080 0.1979 0.5000
  1e-07 1.57080 0.1979 0.5000
Point limit exp(-2 lambda a) = 0.1979
V0 R/c at smallest R = 3.14151; pi = 3.14159
d=2, E=0: upper bound on P(r>0.005 angstrom)
  R=1e-03 angstrom: 0.09676
  R=1e-06 angstrom: 0.01627
  R=1e-12 angstrom: 0.00614
  R=1e-24 angstrom: 0.00273
  R=1e-48 angstrom: 0.00130
```
